# Rotor Phase as a Coordinate: Fokker–Planck and Floquet Treatments of Spinning

## Three phases, one coherence

Take a single coherence $\rho$ in a rotating sample, and let its precession frequency depend on the rotor phase $\varphi$ through one harmonic:

$$\frac{d\rho}{dt}=-i\,\omega(\varphi)\rho,\qquad \omega(\varphi)=2c\cos\varphi,\qquad \varphi=\varphi_0+\omega_r t .$$

The coefficient varies in time because the phase does. Now consider many identical crystallites that started at different $\varphi_0$, and let $\rho(\varphi,t)$ be the coherence of those whose phase is $\varphi$ at the present time $t$. Along the path of one crystallite the chain rule gives $d\rho/dt=\partial_t\rho+\omega_r\partial_\varphi\rho$, so

$$\frac{\partial\rho}{\partial t}=-iK\rho,\qquad K=\omega(\varphi)-i\omega_r\frac{\partial}{\partial\varphi}.$$

Time no longer appears in $K$. This is a Fokker–Planck equation with drift along $\varphi$ and no diffusion.

Represent the field on three phases, $\varphi_j=0,\,2\pi/3,\,4\pi/3$. There $\omega=2c,-c,-c$. Three values fix the harmonics $n=-1,0,1$, and the matrix that differentiates them is

$$D=\frac1{\sqrt3}\begin{pmatrix}0&1&-1\\-1&0&1\\1&-1&0\end{pmatrix}.$$

For $e^{i\varphi}$ the first row gives $(e^{2\pi i/3}-e^{-2\pi i/3})/\sqrt3=2i\sin(2\pi/3)/\sqrt3=i$, as it should. The generator is $K_G=\mathrm{diag}(2c,-c,-c)-i\omega_rD$.

In the basis of harmonics, ordered $n=-1,0,1$, the derivative term becomes $n\omega_r$. The diagonal matrix of frequencies has mean zero and becomes a matrix with $c$ in every off-diagonal place. Compare this with what Floquet theory gives when its infinite matrix is cut to the same harmonics:

$$K_G\to\begin{pmatrix}-\omega_r&c&c\\c&0&c\\c&c&\omega_r\end{pmatrix},\qquad K_T=\begin{pmatrix}-\omega_r&c&0\\c&0&c\\0&c&\omega_r\end{pmatrix}.$$

They differ in the corners. On three points a jump by $+2$ cannot be told from a jump by $-1$, so the grid couples the two ends of the band.

Does the difference matter? Start with $\rho=1$ at all phases and observe the phase average, which is the element $s(t)=(e^{-iKt})_{00}$. The characteristic equation of $K_T$ is $\lambda^3=\Omega^2\lambda$ with $\Omega^2=\omega_r^2+2c^2$. Hence $K_T^3=\Omega^2K_T$, and the exponential series sums to

$$e^{-iK_Tt}=1-\frac{i\sin\Omega t}{\Omega}K_T-\frac{1-\cos\Omega t}{\Omega^2}K_T^2. \tag{1}$$

With $(K_T)_{00}=0$ and $(K_T^2)_{00}=2c^2$,

$$s_T(t)=1-\frac{2c^2}{\Omega^2}(1-\cos\Omega t).$$

The exact coherence at phase $\varphi$ has accumulated the angle
$$\frac{2c}{\omega_r}[\sin\varphi-\sin(\varphi-\omega_rt)]=\frac{4c}{\omega_r}\sin\frac{\omega_rt}{2}\cos\Big(\varphi-\frac{\omega_rt}2\Big),$$
whose phase average is a Bessel function:

$$s(t)=J_0\!\Big(\frac{4c}{\omega_r}\sin\frac{\omega_rt}{2}\Big)=1-\frac{2c^2}{\omega_r^2}(1-\cos\omega_rt)+\dots$$

Here $J_0(x)=1-x^2/4+\dots$ was used. The two results agree to order $c^2$ while $c^2t/\omega_r\ll1$; later the slightly wrong frequency $\Omega$ spoils the rotor echoes. The corners first act through the closed paths $0\to1\to-1\to0$ and the reverse. They give $(K_G^3)_{00}=2c^3$, where $(K_T^3)_{00}=0$, and so add $(-it)^3\,2c^3/6=ic^3t^3/3$ to the signal at short times. The exact signal is real, so this term is an artefact of the coarse grid. Slow spinning, with $c/\omega_r$ no longer small, needs more harmonics in either version.

## The general generator

Let a spin system have the Liouvillian $L(\varphi)=[H(\varphi),\cdot\,]$, a finite Fourier sum

$$L(\varphi)=\sum_{|m|\le b}L_me^{im\varphi},$$

with $b=2$ for second-rank interactions. The spinning rate is constant, the rf is constant during a pulse, and there is no relaxation, so $L$ is Hermitian. The chain-rule argument is unchanged:

$$\frac{\partial\rho(\varphi,t)}{\partial t}=-iK\rho,\qquad K=L(\varphi)-i\omega_r\frac{\partial}{\partial\varphi}. \tag{2}$$

Its solution carries each state along with the rotor,

$$\rho(\varphi,t)=U(\varphi\leftarrow\varphi-\omega_rt)\,\rho(\varphi-\omega_rt,0), \tag{3}$$

where $U$ is the ordinary propagator between two phases. Equation (3) fixes the sign of the derivative term for a phase that grows with time.

**Differentiation matrix.** Take $N=2M+1$ phases $\varphi_j=2\pi j/N$. The trigonometric interpolant of values $f_k$ is $\sum_kf_kS(\varphi-\varphi_k)$ with

$$S(x)=\frac1N\sum_{n=-M}^{M}e^{inx}=\frac{\sin(Nx/2)}{N\sin(x/2)} .$$

Differentiate:

$$S'(x)=\frac{\cos(Nx/2)}{2\sin(x/2)}-\frac{\sin(Nx/2)\cos(x/2)}{2N\sin^2(x/2)} .$$

At $x=\varphi_j-\varphi_k$ with $j\ne k$ the second term vanishes and $\cos(Nx/2)=(-1)^{j-k}$. At $x=0$ the derivative is zero because $S$ is even. Therefore

$$D_{jk}=\frac{(-1)^{j-k}}{2\sin[(\varphi_j-\varphi_k)/2]}\quad(j\neq k),\qquad D_{jj}=0,$$

and the grid generator is $K_G=\bigoplus_jL(\varphi_j)-i\omega_rD\otimes1$. The matrix $D$ is exact for $|n|\le M$. Harmonic $M+1$ has the same grid values as $M+1-N=-M$, and is differentiated as if it were $-M$.

## Comparison with Floquet theory

Insert $\rho=\sum_ne^{in\varphi}x_n$ into (2). The product $L\rho$ contributes $\sum_kL_{n-k}x_k$ to harmonic $n$, and the derivative contributes $n\omega_rx_n$. Thus

$$K_{nk}=L_{n-k}+n\omega_r\delta_{nk},$$

which is the Floquet Liouvillian. Keeping $|n|\le M$ defines $K_T$.

For the grid, apply the unitary transform $F_{nj}=e^{-in\varphi_j}/\sqrt N$. The block of $L$ between harmonics $n$ and $k$ is

$$\frac1N\sum_je^{-i(n-k)\varphi_j}L(\varphi_j)=\sum_mL_m\,\frac1N\sum_je^{i(m-n+k)\varphi_j}.$$

The inner average is one if $m-n+k$ is a multiple of $N$, and zero otherwise. For $N\ge b$ only the multiples $0$ and $\pm N$ can occur, so

$$FK_GF^\dagger=K_T+C,\qquad C_{nk}=L_{n-k+N}+L_{n-k-N}. \tag{4}$$

A block of $C$ needs $|n-k|\ge N-b$. Since both indices lie between $-M$ and $M$, both must satisfy $|n|,|k|>M-b$: these are the corners. The grid is therefore unitarily equal to a truncated Floquet matrix with its ends joined. Its equivalence to the plain truncation is one of convergence, and that needs a proof because $C$ does not shrink as $M$ grows.

**Error bound.** Let $x(t)$ be the exact Fourier field, started in $n=0$ with unit norm. Let $P$ project onto $|n|\le M$, let $Q=1-P$, and let $V$ be multiplication by $L(\varphi)$, with norm $\Lambda=\max_\varphi\|L(\varphi)\|$. Define $\varepsilon_q$ as the largest norm of the part of $x$ with $|n|>q$ during $[0,t]$. Projecting the exact equation gives

$$\frac{d(Px)}{dt}=-iK_TPx-iPVQx .$$

The truncated solution $y$ obeys the same equation without the last term and has the same start. Their difference is driven by $PVQx$ alone and propagated by a unitary matrix, so

$$\|y_T-Px\|\le\int_0^t\|PVQx\|\,dt'\le\Lambda t\,\varepsilon_M .$$

For the grid, write $K_T=(K_T+C)-C$. The additional source is $CPx$. It involves $|n|>M-b$, and $\|C\|\le2\Lambda$, because $C$ is the difference between the transformed $\bigoplus_jL(\varphi_j)$ and $PVP$, each of norm at most $\Lambda$. Hence

$$\|y_G-Px\|\le\Lambda t\,(\varepsilon_M+2\varepsilon_{M-b}). \tag{5}$$

It remains to see how the tails fall. Floquet's theorem gives $U(\varphi\leftarrow\varphi')=\mathcal P(\varphi)e^{-iB(\varphi-\varphi')/\omega_r}\mathcal P(\varphi')^{-1}$, with periodic $\mathcal P$ and constant Hermitian $B$. In (3) the middle factor is $e^{-iBt}$, independent of $\varphi$ and unitary. Because $L$ is a finite trigonometric sum, $\mathcal P$ and its inverse have no singularity at any complex $\varphi$. Moving the integration path for $x_n$ by $\eta$ into the complex plane gives $\|x_n\|\le A_\eta e^{-\eta|n|}$ for every $\eta>0$, with $A_\eta$ independent of time. The tails fall faster than any exponential, and both matrices converge to the same dynamics.

Relaxation that only damps, $L\to L-iR$ with a constant Hermitian $R\ge0$, leaves (2), (4) and (5) valid if $\Lambda$ is computed with $R$ included. The propagators are then no longer unitary, but they never increase a norm, and that is all the proof of (5) needs. If the spinning rate drifts or the rf is shaped continuously, $K$ depends on time again.

## Reading out signals

For a uniform start $\rho_0$ and a detector $d$, averaging over starting phases gives $\langle d|x_0(t)\rangle$, on the grid the mean over its points. A single starting phase is read at its final position:

$$\rho=\sum_ne^{in(\varphi_0+\omega_rt)}\big(e^{-iKt}\big)_{n0}\,\rho_0,$$

which is the usual Floquet propagator formula.

The average converges faster than the field. Truncation errors are created near the edge of the band, in proportion to the small amplitude that arrives there, and must travel back to $n=0$ through another small propagator element. The error is a product of two small factors.

Pulses follow as products $e^{-iK_2t_2}e^{-iK_1t_1}$. No phase bookkeeping is needed at the junction, because the field already records which state sits at which phase.

Finally, shifting an eigenvector of the infinite $K$ by one harmonic adds $\omega_r$ to its eigenvalue, so the spectrum consists of ladders $\lambda+n\omega_r$; truncation disturbs their ends. After one period $T=2\pi/\omega_r$, (3) returns each phase to itself, so $e^{-i\lambda T}$ is an eigenvalue of the one-period propagator.

## A spin-½ locked at the spinning rate

Frequencies below are $\omega/2\pi$ in kHz and times are in ms, so an angle is $2\pi\nu t$. Let

$$H=\omega_1I_x+\omega(\varphi)I_z,\qquad\omega(\varphi)=\delta\,\frac{3\cos^2\theta-1}{2},$$

where $\theta$ is the angle between the axis of an axially symmetric shift tensor and the field. The tensor axis makes an angle $\beta$ with the rotor axis, which is at the magic angle ($\cos^2\theta_m=1/3$). From $\cos\theta=\cos\beta\cos\theta_m+\sin\beta\sin\theta_m\cos\varphi$,

$$\cos^2\theta=\tfrac13\cos^2\beta+\tfrac{\sqrt2}3\sin2\beta\cos\varphi+\tfrac13\sin^2\beta\,(1+\cos2\varphi).$$

The constant parts add to $1/3$ and cancel in $\omega$. What remains is $c_0=0$,

$$c_{\pm1}=\tfrac{\sqrt2}4\delta\sin2\beta,\qquad c_{\pm2}=\tfrac14\delta\sin^2\beta .$$

Choose model values: spinning 20 kHz, $\delta=16$ kHz, $\beta=50^\circ$ and $\omega_1=20$ kHz. Then $c_1=0.35355\times16\times0.98481=5.571$ kHz and $c_2=4\times0.58682=2.347$ kHz.

**First-order result.** The rf commutator has eigenoperators $I_x$ (eigenvalue 0) and $A_\pm=I_y\pm iI_z$ (eigenvalues $\pm\omega_1$). Without the shift, $K$ has eigenvalues $q\omega_1+n\omega_r$ with $q=0,\pm1$. At $\omega_1=\omega_r$ three states are degenerate at zero: $(I_x,0)$, $(A_+,-1)$ and $(A_-,+1)$. With $X=\sqrt2I_x$ normalized like $A_\pm$,

$$[I_z,X]=i\sqrt2\,I_y=\frac{i}{\sqrt2}(A_++A_-),$$

so $X$ couples to each partner with strength $c_1/\sqrt2$. The partners do not couple directly, because $[I_z,A_\pm]=-iI_x$. This is the three-level pattern of the opening with its diagonal set to zero. The eigenvalues are $0,\pm c_1$, and (1) gives $\langle I_x\rangle(t)/\langle I_x\rangle(0)=\cos c_1t$. The anisotropy that spinning would average out is recoupled.

The full quasi-frequency is 5.542 kHz, 0.51% below $c_1$; the grid and the one-period propagator agree. A rotation by $\pi$ about $x$ changes $\delta$ to $-\delta$ without changing the spectrum, so the relative correction contains only even powers of $\delta$. For $\delta=2$ and 1 kHz it is $-7.77\times10^{-5}$ and $-1.94\times10^{-5}$, a ratio of 4.00.

At 0.09 ms the averaged signal is $-0.959$, while $\cos c_1t=-1.000$. States outside the degenerate set take some weight. To second order this weight is the sum of the squared ratios of coupling to gap,

$$2\left[\frac{c_1^2/2}{40^2}+\frac{c_2^2/2}{20^2}+\frac{c_2^2/2}{60^2}\right]\approx0.035,$$

with all frequencies in kHz. Each of these states belongs to a copy of the degenerate triple on another rung of the ladder, so its contribution carries a factor $(1+\cos c_1t)/2$ and nearly vanishes at this instant. A second term has the same order in $\delta$. The partners are shifted by $\pm\Delta$ with $\Delta=c_1^2/80-c_2^2/40+c_2^2/120=0.296$ kHz, which puts a weight of about $\Delta^2/c_1^2\approx0.003$ on the state at zero frequency. That weight is missing from the oscillation and also adds a constant, so it counts twice at the minimum: $0.035+2\times0.003=0.041$, the observed discrepancy. At $\omega_1=70$ kHz $=3.5\,\omega_r$ no state coupled to $X$ at first order is degenerate with it. The sampled signal then stays above 0.956 up to 0.5 ms, whereas at 20 kHz it falls to $-0.959$.

**Convergence.** Direct integration of the time-dependent Schrödinger equation over many starting phases supplies the reference. At 0.5 ms the absolute errors of the averaged signal, on a scale where the initial signal is 1, are:

| $M$ | grid | plain Floquet |
|---|---|---|
| 2 | $5.1\times10^{-1}$ | $8.3\times10^{-2}$ |
| 4 | $9.8\times10^{-5}$ | $3.3\times10^{-4}$ |
| 6 | $8.0\times10^{-7}$ | $4.3\times10^{-8}$ |
| 8 | $7.6\times10^{-10}$ | $6.2\times10^{-10}$ |

The order of the two changes with $M$ at this one instant, but that does not rank the methods: an error that oscillates in time can happen to be small when it is sampled. The largest errors between 0 and 0.5 ms are $2.1\times10^{-3}$, $5.6\times10^{-6}$ and $7.2\times10^{-9}$ on the grid for $M=4$, 6 and 8, against $1.4\times10^{-3}$, $3.8\times10^{-6}$ and $5.1\times10^{-9}$ for plain Floquet. In this example the plain truncation is the more accurate by a factor of about 1.5, at the same rate of convergence. The complete field is more demanding: at 0.137 ms its largest error is still $2.4\times10^{-5}$ for $M=8$ and $1.0\times10^{-8}$ for $M=12$. Reversing the transport sign produces an error of 1.98, nearly the largest possible difference of 2.

For $M=12$ and 0.5 ms, $\Lambda t=2\pi\times25.51\times0.5=80.1$. The sampled tails are $\varepsilon_{12}=1.19\times10^{-8}$ and $\varepsilon_{10}=4.73\times10^{-7}$, so (5) allows $80.1\times(0.0119+0.946)\times10^{-6}=7.7\times10^{-5}$. The actual grid error in norm is $4.5\times10^{-9}$. The bound is safe but pessimistic: it adds the norms of the sources at all times without any cancellation, takes the tails at their largest, and replaces $\|C\|$ by its upper limit $2\Lambda$.

**Pulses and powders.** An $x$ pulse of 0.0637 ms followed by a $y$ pulse of 0.0911 ms, neither a multiple of the 0.05 ms rotor period, leaves $\langle I_x\rangle=0.004804$ of its initial value by both routes.

In a powder, the azimuth of the tensor axis about the rotor axis merely shifts $\varphi_0$, so the phase average already includes it. For this axial tensor only $\beta$ remains, with weight $\sin\beta$. The locked signal becomes 0.330, $-0.426$ and 0.342 at 0.05, 0.10 and 0.20 ms. A general tensor, or several tensors with different axes, leaves two angles for explicit quadrature. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
spinning rate = 20.000 kHz
anisotropy amplitude delta = 16.000 kHz
rf amplitude = 20.000 kHz
beta = 50.0 degrees
c1 = 5.57091 kHz, c2 = 2.34730 kHz
differentiation error in band, M=4 = 5.2e-15
M=4: |grid - wrapped Floquet|/2pi = 6.4e-14 kHz
M=4: |grid - plain Floquet|/2pi = 6.42806 kHz
largest error of the phase field at 0.137 ms: M, error
   8  2.42e-05
  12  1.03e-08
  16  3.02e-12
  20  4.90e-13
M=20 with reversed transport sign = 1.980
direct averaged Mx at 0.50 ms = 0.15050388
signal errors at this time: M, grid, plain Floquet
   2  5.08e-01  8.28e-02
   3  2.80e-02  5.94e-03
   4  9.76e-05  3.29e-04
   6  8.00e-07  4.25e-08
   8  7.60e-10  6.16e-10
  10  6.28e-13  9.39e-13
  12  1.50e-12  1.58e-12
largest |L|/2pi = 25.5106 kHz
M=12 tails: |n|>12 1.19e-08, |n|>10 4.73e-07
M=12 plain: error 3.84e-09, bound 9.55e-07
M=12 grid: error 4.51e-09, bound 7.68e-05
quasi-frequency, grid = 5.542367 kHz
quasi-frequency, one period = 5.542367 kHz
relative deviation from c1 = -5.124e-03
deviation for delta 2 kHz = -7.765e-05, 1 kHz = -1.941e-05
ratio of these deviations = 4.0014
t/ms, averaged Mx, cos(c1 t)
  0.02  0.736577  0.764802
  0.05  -0.145566  -0.178398
  0.09  -0.959027  -0.999962
  0.15  0.499679  0.512483
  0.20  0.781176  0.753497
lowest Mx to 0.5 ms, rf = 20 kHz: -0.95917
lowest Mx to 0.5 ms, rf = 70 kHz: 0.95665
pulse lengths: x 0.0637 ms, y 0.0911 ms
Mx after pulses: grid 0.00480418, direct 0.00480418
powder Mx at 0.05 ms = 0.329973
powder Mx at 0.10 ms = -0.426052
powder Mx at 0.20 ms = 0.342287
direct powder Mx at 0.10 ms = -0.426052
change from 24 to 32 polar angles = 5.2e-15
```
